Hydrogen dipole integrals: Gordon's formula and the same-shell result

**The decision**

Suppose the matrix of hydrogen in a weak static electric field is to be set up in the states nlm. Which couplings may be left to perturbation theory, and which must be diagonalized first? The answer hangs on radial dipole integrals. Those between different shells, together with angular factors, also enter the strengths of the spectral lines. Those within one shell connect states of equal energy, so no energy denominator keeps their effect small. Both kinds enter one matrix, so their signs must follow one convention.

The model is the non-relativistic hydrogen atom with a fixed point nucleus, in Hartree atomic units. Write u_nl(r) = r R_nl(r) for the real normalized radial function, chosen positive near r = 0. The dipole operator changes l by one. Let l ≥ 1 be the larger of the two values, and define

D(n,l;n') = ∫₀^∞ u_nl r u_n',l−1 dr, with n ≥ l+1 and n' ≥ l.

D is a length in bohr. Angular factors are separate.

**Entry 1: two integrals by hand**

The lowest functions are

u_10 = 2r e^(−r)
u_20 = r(1 − r/2) e^(−r/2)/√2
u_21 = r² e^(−r/2)/(2√6).

With ∫₀^∞ r^m e^(−λr) dr = m!/λ^(m+1), the 1s–2p integral is

D = (1/√6) ∫ r⁴ e^(−3r/2) dr = (24/√6)(2/3)⁵ = 768/(243√6) = 128√6/243.

This is 1.2903 bohr, or about 68.3 pm. For 2s–2p,

D = [1/(4√3)] ∫ r⁴(1 − r/2) e^(−r) dr = (24 − 60)/(4√3) = −3√3,

or −5.196 bohr. The minus sign arises because the region beyond the 2s node at r = 2, where u_20 is negative, outweighs the inner region.

**Entry 2: tools for any n and l**

Define the Laguerre polynomials L_k^α(x) by

g_α(t) = Σ_k t^k L_k^α(x) = (1−t)^(−α−1) exp[−xt/(1−t)],

with L_k^α = 0 for k < 0. Since g_α = (1−t)g_(α+1),

L_k^α = L_k^(α+1) − L_(k−1)^(α+1). (1)

Differentiating in t gives ∂g_α/∂t = (α+1)g_(α+1) − x g_(α+2), hence (k+1)L_(k+1)^α = (α+1)L_k^(α+1) − xL_k^(α+2). Lower α by one and use (1) for L_(k+1)^(α−1):

xL_k^(α+1) = (k+α+1)L_k^α − (k+1)L_(k+1)^α. (2)

Using (1) on the right of (2), with α+1 = β, gives

xL_k^β = (2k+β+1)L_k^β − (k+1)L_(k+1)^β − (k+β)L_(k−1)^β. (3)

Differentiating in x gives ∂g_α/∂x = −t g_(α+1), so dL_k^α/dx = −L_(k−1)^(α+1). Therefore

d(x^β L_k^β)/dx = x^(β−1)[βL_k^β − xL_(k−1)^(β+1)].

By (2) the last product is (k+β)L_(k−1)^β − kL_k^β. The bracket becomes (k+β)(L_k^β − L_(k−1)^β), and (1) gives

d(x^β L_k^β)/dx = (k+β) x^(β−1) L_k^(β−1). (4)

The same relations give the differential equation. With a prime for d/dx,

[x^(β+1) e^(−x) (L_k^β)']' = −[x^(β+1) e^(−x) L_(k−1)^(β+1)]'
= −x^β e^(−x)[(k+β)L_(k−1)^β − xL_(k−1)^(β+1)]
= −k x^β e^(−x) L_k^β,

which is xL'' + (β+1−x)L' + kL = 0.

For the norm, integrate two generating functions:

∫ x^α e^(−x) g_α(t)g_α(s) dx = α! [(1−t)(1−s) + t(1−s) + s(1−t)]^(−α−1) = α!(1−ts)^(−α−1).

Only equal powers of t and s occur. Thus different k are orthogonal, and the squared norm is h_k = (k+α)!/k!.

Now put x = 2r/n in the radial equation with energy E_n = −1/(2n²):

d²u/dx² = [l(l+1)/x² − n/x + 1/4]u.

Inserting u = x^(l+1)e^(−x/2)w gives xw'' + (2l+2−x)w' + (n−l−1)w = 0. This is the Laguerre equation with β = 2l+1 and k = n−l−1, so

u_nl = C_nl x^(l+1) e^(−x/2) L_(n−l−1)^(2l+1)(x).

The norm contains one extra factor x. By (3) its diagonal part is 2k+β+1 = 2n. With dr = (n/2)dx,

1 = C_nl² (n/2)(2n)(n+l)!/(n−l−1)!, so C_nl = (1/n)√[(n−l−1)!/(n+l)!].

For n = 1, l = 0 this returns 2r e^(−r).

**Entry 3: one shell, any l**

Set n' = n, so both functions have the same argument x. Keep β = 2l+1 and k = n−l−1. The partner u_n,l−1 contains L_(k+1)^(β−2), and (1) used twice gives

L_(k+1)^(β−2) = L_(k+1)^β − 2L_k^β + L_(k−1)^β.

Use (3) for xL_k^β and integrate with the weight x^β e^(−x):

∫ x^(β+1)e^(−x)L_k^β L_(k+1)^(β−2) dx = −(k+1)h_(k+1) − 4n h_k − (k+β)h_(k−1).

Here (k+1)h_(k+1) = (k+1+β)h_k and (k+β)h_(k−1) = k h_k. The outer terms add to −2n h_k, and the integral is −6n h_k.

Since r dr = (n²/4)x dx,

D = (n²/4) C_nl C_n,l−1 (−6n)(n+l)!/(n−l−1)!.

The factorials combine to √[(n+l)(n−l)]/n², leaving

D(n,l;n) = −(3/2) n √(n² − l²). (5)

The magnitude is (3/2)n√(n²−l²). In this phase convention the integral is negative.

Test: n = 2, l = 1 gives −3√3, as found by hand. In the third shell, 3s–3p is −12.73 bohr and 3p–3d is −10.06 bohr.

For fixed l and large n, the leading term of |D| is (3/2)n². A classical orbit gives the same size. On a Kepler ellipse with semi-major axis a and eccentricity e, the coordinate along the axis, measured from the nucleus, is a(cos η − e), and time advances as (1 − e cos η)dη. The time average is

a(−e − e/2) = −(3/2)ae.

The energy gives a = n². Identifying the classical angular momentum with l gives e = √(1 − l²/n²), so (3/2)ae is the magnitude in (5). This is a comparison, not a derivation: the exact match depends on choosing l rather than l−1, while either choice gives (3/2)n² at fixed l and large n. The displacement points away from the pericentre, because the electron lingers at the far end.

**Entry 4: different shells, from length to velocity**

For n ≠ n' the two exponentials have different scales, and orthogonality no longer helps directly. The factor r can be traded for a derivative. Let

h_l = −½ d²/dr² + l(l+1)/(2r²) − 1/r,

and abbreviate u_a = u_nl, u_b = u_n',l−1. Then

(E_n' − E_n)D = ∫ u_b (h_(l−1) r − r h_l) u_a dr.

Moving h_(l−1) from u_b onto r u_a leaves no boundary term: it vanishes as r^(2l+1) at the origin and exponentially at infinity. The kinetic part of the bracket gives −u_a'. The centrifugal part gives r[l(l−1) − l(l+1)]/(2r²) = −l/r. Hence

(E_n − E_n')D = ∫ u_b (d/dr + l/r) u_a dr. (6)

Test on 1s–2p: the right side is

(1/√6) ∫ (3r² − r³/2)e^(−3r/2) dr = (1/√6)(16/9 − 16/27) = 32/(27√6).

Dividing by E_2 − E_1 = 3/8 gives 256/(81√6) = 128√6/243 again. At n = n', (6) reads 0 = 0 and says nothing about D, which is why (5) needed its own derivation.

**Entry 5: why two terms appear**

Write M(k,c;x) for the terminating confluent series

M(k,c;x) = ₁F₁(−k;c;x) = Σ_i (−k)_i x^i/[(c)_i i!],

where (c)_i = c(c+1)…(c+i−1) and (c)_0 = 1. It is the polynomial solution of the Laguerre equation with c = α+1 and value 1 at x = 0. Since g_α = (1−t)^(−α−1) at x = 0,

L_k^α = [(k+α)!/(k! α!)] M(k,α+1;x).

The radial function becomes u_nl = A r^(l+1)e^(−r/n)M(n−l−1,2l+2;2r/n), with

A = 2^(l+1)/[n^(l+2)(2l+1)!] · √[(n+l)!/(n−l−1)!].

The operator in (6) acts as r^(−l)(d/dr)r^l. It therefore requires the derivative of x^(2l+1)e^(−x/2)L_k^(2l+1). Put α = 2l−1 and use (4):

d[x^(α+2)e^(−x/2)L_k^(α+2)]/dx = x^α e^(−x/2)[(k+α+2)xL_k^(α+1) − ½x²L_k^(α+2)].

By (2), used once and twice,

xL_k^(α+1) = (k+α+1)L_k^α − (k+1)L_(k+1)^α
x²L_k^(α+2) = (k+α+2)(k+α+1)L_k^α − 2(k+α+2)(k+1)L_(k+1)^α + (k+1)(k+2)L_(k+2)^α.

The middle polynomial L_(k+1)^α cancels. The bracket is

½[(k+α+1)(k+α+2)L_k^α − (k+1)(k+2)L_(k+2)^α].

In terms of M both coefficients become (k+α+2)!/(k! α!). Dividing by the factor (k+α+2)!/[k!(α+2)!] that belongs to L_k^(α+2) leaves ½(2l+1)(2l), so

d[x^(2l+1)e^(−x/2)M(k,2l+2;x)]/dx = l(2l+1)x^(2l−1)e^(−x/2)[M(k,2l;x) − M(k+2,2l;x)]. (7)

Test at small x: the difference of the two series starts with x/l, so both sides start with (2l+1)x^(2l).

Restoring r = nx/2, with k = n−l−1,

(d/dr + l/r)u_a = A l(2l+1)(n/2) r^(l−1)e^(−r/n)[M(k,2l;2r/n) − M(k+2,2l;2r/n)]. (8)

**Entry 6: the overlap with two scales**

The partner is u_b = B r^l e^(−r/n')M(n'−l,2l;2r/n'), where A with n→n' and l→l−1 gives

B = 2^l/[n'^(l+1)(2l−1)!] · √[(n'+l−1)!/(n'−l)!].

Both functions now have second parameter c = 2l, and the remaining integral is

J_pq = ∫ r^(c−1)e^(−λr)M(p,c;2r/n)M(q,c;2r/n') dr, λ = 1/n + 1/n'.

Integrate the product of the generating functions with α = c−1. The result is (c−1)! Q^(−c), where

Q = λ(1−t)(1−s) + (2/n)t(1−s) + (2/n')s(1−t).

With τ = (n−n')/(n+n'), the coefficients of t, s and ts are −λτ, +λτ and −λ. Thus

Q = λ[(1−τt)(1+τs) − (1−τ²)ts].

Expand Q^(−c) in the last term:

Q^(−c) = λ^(−c) Σ_m [(c)_m/m!](1−τ²)^m(ts)^m(1−τt)^(−c−m)(1+τs)^(−c−m).

The coefficient of t^p s^q is λ^(−c) times

Σ_m [(c)_m/m!](1−τ²)^m · (c+m)_(p−m) τ^(p−m)/(p−m)! · (c+m)_(q−m)(−τ)^(q−m)/(q−m)!.

Use (c+m)_(p−m) = (c)_p/(c)_m and 1/(p−m)! = (−1)^m(−p)_m/p!, and the same for q. The sum becomes

[(c)_p(c)_q/(p!q!)] τ^p(−τ)^q Σ_m (−p)_m(−q)_m X^m/[(c)_m m!],

X = −(1−τ²)/τ² = −4nn'/(n−n')².

The last sum is the terminating Gauss series ₂F₁(−p,−q;c;X). Since L_p^(c−1) = [(c)_p/p!]M(p,c;x), the leading factors cancel:

J_pq = (2l−1)! λ^(−2l) τ^p(−τ)^q ₂F₁(−p,−q;2l;X). (9)

Test at equal scales: as a function of τ, let τ → 0. The terms scale as τ^(p+q−2m), with m no larger than the smaller of p and q. For p ≠ q all vanish; for p = q the term m = p gives (2l−1)! λ^(−2l) p!/(2l)_p. This is the orthogonality relation of Entry 2 in the present normalization.

**Entry 7: Gordon's formula**

Insert (8) in (6). The integral requires J_pq with p = n−l−1, minus the same with p+2, and q = n'−l. Define

F₁ = ₂F₁(−n+l+1, −n'+l; 2l; X)
F₂ = ₂F₁(−n+l−1, −n'+l; 2l; X).

Then the difference is

(2l−1)! (−1)^(n'−l) λ^(−2l) τ^(n+n'−2l−1)(F₁ − τ²F₂).

Divide by E_n − E_n' = (n−n')(n+n')/(2n²n'²), and use λ^(−2l) = (nn')^(2l)/(n+n')^(2l). The powers of n−n' and n+n' combine to

(n−n')^(n+n'−2l−2)/(n+n')^(n+n').

Apart from the square roots in A and B, the other factors are

n³n'² · 2^(2l+1)/(n^(l+2)n'^(l+1)) · (nn')^(2l) · l(2l+1)/(2l+1)! = (4nn')^(l+1)/[4(2l−1)!].

Therefore, for n ≠ n',

D(n,l;n') = (−1)^(n'−l)/[4(2l−1)!]
 × √{(n+l)!(n'+l−1)!/[(n−l−1)!(n'−l)!]}
 × (4nn')^(l+1)(n−n')^(n+n'−2l−2)/(n+n')^(n+n')
 × {F₁ − [(n−n')/(n+n')]²F₂}. (10)

Either shell may be the upper one; l remains the larger angular momentum.

**Entry 8: numbers and limits**

For 1s–2p, n = 2, l = 1 and n' = 1. The second parameter of both Gauss series is zero, so F₁ = F₂ = 1 and the brace is 1 − 1/9 = 8/9. The factor before it is

(1/4)√6 · 8²/3³ = 16√6/27 = 1.4515 bohr.

The product is 128√6/243 = 1.2903 bohr.

For 2s–3p, n = 3, l = 1, n' = 2 and X = −24. Now both series have two terms:

F₁ = 1 + X/2 = −11
F₂ = 1 + 3X/2 = −35
brace = −11 + 35/25 = −9.6.

The factor before the brace is −(1/4)√48 · 24²/5⁵ = −0.31925 bohr, and D = 3.0648 bohr.

From 2p, formula (10) gives 4.748 bohr to 3d but 0.938 bohr to 3s. The radial part thus favours the 3d partner about fivefold in amplitude; a line strength also needs the angular factor.

A first limit is the series 1s–np. With l = n' = 1 the brace is 4n/(n+1)², and

D = 16n³√[n(n²−1)] (n−1)^(n−3)/(n+1)^(n+3).

This gives 0.5167 bohr for n = 3 and 0.3046 bohr for n = 4. For large n, [(n−1)/(n+1)]^n tends to e^(−2), so D tends to 16e^(−2)n^(−3/2). The coupling of the ground state to high levels fades, while the same-shell integrals grow as n² at fixed l.

A second limit joins neighbouring nodeless states, n = l+1 and n' = l. Put N = 2l+1, so 4nn' = N²−1. Then

D = ¼√[2l(2l+1)] N(1 − 1/N²)^(l+2).

For large l this approaches l², the radius of the corresponding circular orbit to leading order. For l = 2 it is the 2p–3d value above.

**Entry 9: back to the matrix**

In the second shell, the identity cos θ Y₀₀ = Y₁₀/√3 turns D = −3√3 into ⟨2s|z|2p,m=0⟩ = −3 bohr. For field strength ℰ, the two degenerate states form a 2×2 block with off-diagonal elements of magnitude 3ℰ and eigenvalues ±3ℰ relative to E_2. The shell must therefore be diagonalized first. Couplings to other shells can follow as perturbations while they remain small compared with the shell spacings. The bound shells are not a complete set, however, and the continuum must be added at second order. All bound shells together shift 1s by −1.83ℰ², against the full −2.25ℰ². They shift the mean of this n = 2 pair by −79.6ℰ², against the full −84ℰ².

The sign of (5) drops out of this block but not out of the full matrix. Consider the closed path 1s–2p–2s–3p–1s. Its four radial integrals are 1.290, −5.196, 3.065 and 0.517 bohr, with a negative product. Reversing the phase of any state changes two factors and leaves the product alone. Entering the same-shell integral as positive would reverse the product, and no choice of phases could repair that.

These formulas rest on the pure Coulomb potential. In an atom with an electron core, the potential at short range differs and the radial functions change, so (5) and (10) no longer follow. Fine structure also splits the shell; when the field coupling is not large compared with that splitting, the degenerate block above is not an adequate starting point. For n = 2 the splitting is about 1.7×10⁻⁶ hartree, which 3ℰ reaches near 2.9 kV/cm, so the ±3ℰ result needs fields well above that.

All numerical values are calculated from the stated model.
